# Matthiessen's Rule with Two Carrier Groups

## Problem

A metal has two groups of carriers, such as two sheets of its Fermi surface, which conduct side by side. The groups are equal: each has carrier density $n_s$, mass $m$ and charge $q$ with $|q|=e$. They differ in how strongly they are scattered. In units of a rate $\gamma_0$, the rates at which the carriers lose their velocity are

| | group 1 | group 2 |
|---|---|---|
| phonons | 1 | 3 |
| defects | 3 | 1 |

Let $\rho_{\rm ph}$ be the resistivity with phonons alone, $\rho_{\rm def}$ that with defects alone, and $\rho$ that with both.

(a) Find $\rho$ and compare it with the Matthiessen sum $\rho_{\rm ph}+\rho_{\rm def}$.

(b) Which property of the rates decides whether the two agree?

(c) How does the answer change if carriers can also pass from one group to the other without losing their velocity?

The following is assumed. The field is weak, uniform and steady, and there is no magnetic field. Each group has an isotropic parabolic band and is degenerate, so that transport takes place at the Fermi energy. Phonon scattering is treated as elastic, with fixed rates at one temperature. The two mechanisms act independently. Every collision in the table sends the carrier into a random direction.

## A tempting solution

For a single group of density $n$, the Drude formula is $\rho=m\Gamma/(ne^2)$: resistivity is proportional to the scattering rate. Here the total density is $2n_s$. With the Drude weight of one group written as

$$D=\frac{n_se^2}{m},$$

the metal as a whole should obey $\rho=\Gamma_{\rm eff}/(2D)$, where $\Gamma_{\rm eff}$ is an effective rate.

With phonons alone, the groups have conductivities $D/\gamma_0$ and $D/(3\gamma_0)$. They add to $\tfrac43D/\gamma_0$, so $\rho_{\rm ph}=\tfrac34\gamma_0/D$ and the effective phonon rate is $2D\rho_{\rm ph}=\tfrac32\gamma_0$. Defects alone give the same values with the groups exchanged. Independent mechanisms have additive rates, so with both present

$$\Gamma_{\rm eff}=\tfrac32\gamma_0+\tfrac32\gamma_0=3\gamma_0,\qquad \rho=\frac{3\gamma_0}{2D}=\rho_{\rm ph}+\rho_{\rm def}\quad\text{(wrong)}.$$

## Where it fails

The single-mechanism resistivities are right, and so is the statement that independent rates add. The fault is in what was added. Rates add for a carrier in a given group, because that carrier is exposed to both mechanisms. The number $\tfrac32\gamma_0$ is not the rate of any carrier. It is the harmonic mean of 1 and 3,

$$\frac{2}{1/1+1/3}=\frac32,$$

and the harmonic mean of a sum is in general not the sum of the harmonic means.

The table shows the contradiction directly. With both mechanisms present, group 1 has rate $1+3=4$ and group 2 has rate $3+1=4$. Every carrier in the metal then relaxes at $4\gamma_0$, so the effective rate must be $4\gamma_0$ and not $3\gamma_0$. The order of operations matters: first add the rates within each group, then add the conductivities of the groups.

## Solution of (a)

**The Boltzmann equation.** To first order in the field $\mathbf E$, write the distribution in group $s$ as

$$f_s=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi_s .$$

Let $w_{st}$ be the rate at which a carrier of group $s$ is scattered into group $t$ with random final direction. For elastic scattering between states with occupations $f$ and $f'$, the net flow is proportional to $f(1-f')-f'(1-f)=f-f'$, so the exclusion factors drop out. The collision term is therefore

$$-\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\sum_t w_{st}\bigl(\phi_s-\langle\phi_t\rangle\bigr),$$

where $\langle\dots\rangle$ is the average over directions on the Fermi sphere. The field term is

$$q\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}=-\left(-\frac{\partial f_0}{\partial\varepsilon}\right)q\mathbf E\cdot\mathbf v .$$

In the steady state the two are equal. Cancelling the common factor and writing $\Gamma_s=\sum_tw_{st}$ gives

$$q\mathbf E\cdot\mathbf v=\Gamma_s\phi_s-\sum_tw_{st}\langle\phi_t\rangle .$$

Try $\phi_s=q\mathbf E\cdot\mathbf v/\Gamma_s$. It changes sign under $\mathbf v\to-\mathbf v$, so its average vanishes, the last sum drops out, and the equation is satisfied. A constant may be added to $\phi_s$ where carrier number is conserved, but a constant carries no current. Scattering between the groups is thus allowed, as long as it randomises the direction and is counted in $\Gamma_s$.

**The conductivity.** Let $N_s$ be the density of states of one group at the Fermi energy, both spins included. With the field along $x$,

$$j_s=qN_s\langle v_x\phi_s\rangle=\frac{e^2N_s\langle v_x^2\rangle}{\Gamma_s}E=\frac{e^2N_sv_F^2}{3\Gamma_s}E,$$

since the three directions share $v_F^2$ equally. The charge enters squared, so its sign has no effect. From $n_s=k_F^3/(3\pi^2)$ and $d\varepsilon/dk=\hbar v_F$,

$$N_s=\frac{dn_s}{dk_F}\,\frac{1}{\hbar v_F}=\frac{k_F^2}{\pi^2\hbar v_F}=\frac{3n_s}{\hbar k_Fv_F}=\frac{3n_s}{mv_F^2},$$

where the last step uses $\hbar k_F=mv_F$. Hence $\sigma_s=D/\Gamma_s$. Both groups feel the same field, so their currents add:

$$\sigma=D\left(\frac1{\Gamma_1}+\frac1{\Gamma_2}\right),\qquad \rho=\frac1D\,\frac{\Gamma_1\Gamma_2}{\Gamma_1+\Gamma_2}.\tag{1}$$

**The three cases.** The collision term is a sum over mechanisms, so $\Gamma_s$ is the sum of the phonon and defect rates of group $s$. In units of $\gamma_0/D$, equation (1) gives

$$\rho_{\rm ph}=\frac{1\cdot3}{1+3}=\frac34,\qquad \rho_{\rm def}=\frac{3\cdot1}{3+1}=\frac34,\qquad \rho=\frac{4\cdot4}{4+4}=2 .$$

The Matthiessen sum is $\tfrac32$. The true resistivity is larger by $\tfrac12$, which is one third of that sum:

$$\boxed{\rho=\tfrac43\,(\rho_{\rm ph}+\rho_{\rm def})}$$

**Numbers.** Take the round model values $n_s=3\times10^{28}\ \mathrm{m^{-3}}$, the free-electron mass and $\gamma_0=10^{13}\ \mathrm{s^{-1}}$. Then $D=8.454\times10^{20}\ \mathrm{S\,m^{-1}\,s^{-1}}$, and the unit of resistivity is

$$\frac{\gamma_0}{D}=\frac{10^{13}}{8.454\times10^{20}}\ \Omega\,\mathrm m=1.183\ \mu\Omega\,\mathrm{cm}.$$

Each mechanism alone gives $0.75\times1.183=0.887\ \mu\Omega\,$cm. The Matthiessen sum is $1.774\ \mu\Omega\,$cm (17.74 nΩ m), while the resistivity with both mechanisms is $2\times1.183=2.366\ \mu\Omega\,$cm (23.66 nΩ m). The excess is $0.591\ \mu\Omega\,$cm. Someone who subtracted the phonon resistivity from the total would assign $2.366-0.887=1.479\ \mu\Omega\,$cm to the defects, which is 5/3 of what the defects produce alone.

The numerical output below was obtained without using $\sigma_s=D/\Gamma_s$: the Boltzmann equation was solved for a set of directions on two Fermi spheres, with the scattering-in terms kept. It gives the ratio 1.333333. The ratio is the same when part of the scattering transfers carriers between the groups with random final direction.

## Solution of (b)

**The general excess.** Let the phonon rates be $a_1,a_2$ and the defect rates $b_1,b_2$, all positive, and write $A=a_1+a_2$, $B=b_1+b_2$. By (1), the excess $\Delta=\rho-\rho_{\rm ph}-\rho_{\rm def}$ obeys

$$D\Delta=\frac{(a_1+b_1)(a_2+b_2)}{A+B}-\frac{a_1a_2}{A}-\frac{b_1b_2}{B}.$$

Over the common denominator $AB(A+B)$ the numerator is

$$AB(a_1a_2+a_1b_2+a_2b_1+b_1b_2)-a_1a_2B(A+B)-b_1b_2A(A+B).$$

The terms $a_1a_2AB$ and $b_1b_2AB$ cancel, which leaves

$$AB(a_1b_2+a_2b_1)-a_1a_2B^2-b_1b_2A^2=(a_1B-b_1A)(b_2A-a_2B),$$

as multiplying out the right side confirms. Inserting $A$ and $B$, the first factor is $a_1b_1+a_1b_2-a_1b_1-a_2b_1=a_1b_2-a_2b_1$. The second is $a_1b_2+a_2b_2-a_2b_1-a_2b_2$, which is the same. Therefore

$$\Delta=\frac1D\,\frac{(a_1b_2-a_2b_1)^2}{(a_1+a_2)(b_1+b_2)(a_1+a_2+b_1+b_2)}.\tag{2}$$

In this model the excess is never negative, and it vanishes only if $a_1/a_2=b_1/b_2$. What matters is whether the two mechanisms distinguish between the groups in the same proportion. For the given rates, (2) yields $(1-9)^2/(4\cdot4\cdot8)=\tfrac12$, as before. If the defect rates were 2 and 6 instead, the three resistivities would be $\tfrac34$, $\tfrac{12}{8}=\tfrac32$ and $\tfrac{3\cdot9}{12}=\tfrac94$, and Matthiessen's rule would hold although the groups are very unequal in their scattering.

**Why the excess is positive.** Let group 1 carry the fraction $x$ of the current density $j$. Its drift velocity is $u_1=xj/(qn_s)$. Collisions remove momentum at the rate $mn_s\Gamma_1u_1$ per volume, and so dissipate the power $mn_s\Gamma_1u_1^2=\Gamma_1x^2j^2/D$. Adding group 2 and dividing by $j^2$ gives

$$R(x)=\frac{\Gamma_1x^2+\Gamma_2(1-x)^2}{D}.$$

Setting the derivative $2[\Gamma_1x-\Gamma_2(1-x)]/D$ to zero gives $x=\Gamma_2/(\Gamma_1+\Gamma_2)$. This is a minimum, because the second derivative is positive. It is also the share that actually occurs, since $\sigma_1/(\sigma_1+\sigma_2)$ has the same value. At this point

$$R=\frac{\Gamma_1\Gamma_2^2+\Gamma_2\Gamma_1^2}{D(\Gamma_1+\Gamma_2)^2}=\frac{1}{D}\,\frac{\Gamma_1\Gamma_2}{\Gamma_1+\Gamma_2}=\rho .$$

The current divides itself so that the heat at fixed total current is least.

At a fixed share, $R$ is linear in the rates, so the contributions of phonons and defects do add. The shares, however, are not the same in the three cases. With phonons alone, group 1 carries $\tfrac34$ of the current; with defects alone, $\tfrac14$; with both, $\tfrac12$. At $x=\tfrac12$ the phonons contribute

$$1\cdot\tfrac14+3\cdot\tfrac14=1$$

in units of $\gamma_0/D$, instead of their minimum $\tfrac34$, and the defects likewise contribute 1. Each mechanism alone lets the current favour the group which that mechanism scatters weakly. When both act, neither preference can be followed, and the cost is $\tfrac14$ for each mechanism.

**Unequal strengths.** Suppose the defect rates are $3c$ and $c$, where $c$ measures the defect concentration. Equation (2) gives, in units of $\gamma_0/D$,

$$\Delta=\frac{(c-9c)^2}{4\cdot4c\cdot(4+4c)}=\frac{c}{1+c},\qquad \rho_{\rm ph}+\rho_{\rm def}=\frac34(1+c).$$

Relative to the Matthiessen sum, the excess is

$$\frac{\Delta}{\rho_{\rm ph}+\rho_{\rm def}}=\frac{4c}{3(1+c)^2}\le\frac13,$$

because $(1+c)^2-4c=(1-c)^2\ge0$. With this pattern of rates, the one third found in (a) is therefore the largest relative excess, reached when the two mechanisms are equally strong.

For $c\ll1$ the relative excess is small, but the effect of the defects is still badly misjudged by the rule. To first order in $c$, they raise the resistivity by $\tfrac34c+c=\tfrac74c$, which is $\tfrac73$ times what they would produce alone. The heat argument shows why: the phonons have already steered $\tfrac34$ of the current into group 1, where these defects scatter most, and at that share the defects contribute $3c\cdot\tfrac9{16}+c\cdot\tfrac1{16}=\tfrac74c$.

## Solution of (c)

Now let carriers also pass between the groups at the rate $G=g\gamma_0$ while keeping their velocity, in all three cases. A carrier arriving from the other group brings its $\phi$ at the same $\mathbf v$, so this scattering-in does not average to zero. For the part of $\phi_s$ that carries current,

$$q\mathbf E\cdot\mathbf v=\Gamma_s\phi_s+G(\phi_s-\phi_{s'}),$$

where $s'$ is the other group. With $\phi_s=\tau_s\,q\mathbf E\cdot\mathbf v$ this becomes

$$(\Gamma_1+G)\tau_1-G\tau_2=1,\qquad -G\tau_1+(\Gamma_2+G)\tau_2=1 .$$

The determinant is $(\Gamma_1+G)(\Gamma_2+G)-G^2=\Gamma_1\Gamma_2+G(\Gamma_1+\Gamma_2)$, and Cramer's rule gives

$$\tau_1=\frac{\Gamma_2+2G}{\Gamma_1\Gamma_2+G(\Gamma_1+\Gamma_2)},\qquad \tau_2=\frac{\Gamma_1+2G}{\Gamma_1\Gamma_2+G(\Gamma_1+\Gamma_2)} .$$

Since $\sigma=D(\tau_1+\tau_2)$,

$$\rho=\frac1D\,\frac{\Gamma_1\Gamma_2+G(\Gamma_1+\Gamma_2)}{\Gamma_1+\Gamma_2+4G}.\tag{3}$$

For $G=0$ this is (1). If $\Gamma_1$ and $\Gamma_2$ both tend to zero at fixed $G$, then $\rho$ tends to zero: transfer alone gives no resistivity, so there is no third term to include in the Matthiessen sum. It does produce heat when the two groups drift at different velocities, and in such cases it raises the resistivity set by the other collisions.

For the given rates, in units of $\gamma_0/D$,

$$\rho_{\rm ph}=\rho_{\rm def}=\frac{3+4g}{4+4g},\qquad \rho=\frac{16+8g}{8+4g}=2 .$$

The resistivity with both mechanisms does not depend on $g$, because the two groups then drift equally and an exchange between them changes nothing. The single-mechanism resistivities rise with $g$, and

$$\frac{\rho}{\rho_{\rm ph}+\rho_{\rm def}}=\frac{4(1+g)}{3+4g}=1+\frac1{3+4g}.$$

The ratio falls from $\tfrac43$ at $g=0$ to 1.143 at $g=1$, 1.023 at $g=10$ and 1.002 at $g=100$. The direct solution of the Boltzmann equation reproduces these values. With phonons alone, the share of group 1 is $\tau_1/(\tau_1+\tau_2)=(3+2g)/(4+4g)$, which tends to $\tfrac12$. Fast transfer forces an equal division of the current in every case. In this limit the transfer produces no heat, and the contributions of phonons and defects add.

With this transfer, proportional rates no longer guarantee Matthiessen's rule. Take the proportional rates 1, 3 for phonons and 2, 6 for defects, with $g=1$. Equation (3) then gives $\tfrac78$ and $\tfrac53$ for the single mechanisms and $\tfrac{39}{16}$ for both, in units of $\gamma_0/D$. The total is about 4% below the sum, so the excess can even be negative. To see why, compare the heats at one common share, the $x=\tfrac{11}{16}$ that group 1 carries when both mechanisms act. The transfer dissipates the power $mn_sG(u_1-u_2)^2$, which adds $g(2x-1)^2=\tfrac9{64}$ to the resistivity in units of $\gamma_0/D$. The two single-mechanism heats at this share contain that term twice, the total only once. Each mechanism alone can lower its heat by choosing its own share, but this reduces the sum by only $\tfrac7{192}$, so the sum remains larger than the total by $\tfrac9{64}-\tfrac7{192}=\tfrac5{48}$.

The negative sign requires a transfer with a cause of its own, present at the same rate in all three cases. If the phonons and defects themselves cause it, $G$ adds like the other rates. The heat at a fixed share is then again the sum of a phonon part and a defect part, its minimum cannot lie below the sum of the two separate minima, and the excess is never negative. In the same example with $g=1$ due to phonons alone, the three resistivities are $\tfrac78$, $\tfrac32$ and $\tfrac{39}{16}$, and the total is 2.6% above the sum.

The one-third excess thus belongs to groups whose drift velocities can differ freely. It was derived here for collisions that randomise the velocity, and it holds only if any transfer between the groups that preserves velocity is slow compared with them. For the rates given here, $g=1$ in all three cases already reduces the excess from $\tfrac13$ to $\tfrac17$ of the Matthiessen sum. If only the phonons cause the transfer, $\rho_{\rm def}$ stays at $\tfrac34$ and the ratio is $8(1+g)/(6+7g)$, which is 1.231 at $g=1$ and tends to $\tfrac87$ rather than 1.

## Computed values

```
carrier density per group: 3.00e+28 m^-3
carrier mass: 9.1094e-31 kg
rate unit gamma0: 1.0e+13 s^-1
Drude weight D per group: 8.4538e+20 S/(m s)
resistivity unit gamma0/D: 1.1829 micro-ohm cm
Fermi velocity: 1.1128e+06 m/s
phonons: rates 1, 3 gamma0
  group conductivities: 8.4538e+07, 2.8179e+07 S/m
  resistivity: 0.7500 gamma0/D = 0.8872 micro-ohm cm
  current share of group 1: 0.7500
defects: rates 3, 1 gamma0
  group conductivities: 2.8179e+07, 8.4538e+07 S/m
  resistivity: 0.7500 gamma0/D = 0.8872 micro-ohm cm
  current share of group 1: 0.2500
both: rates 4, 4 gamma0
  group conductivities: 2.1135e+07, 2.1135e+07 S/m
  resistivity: 2.0000 gamma0/D = 2.3658 micro-ohm cm
  current share of group 1: 0.5000
Matthiessen sum: 1.5000 gamma0/D = 1.7743 micro-ohm cm
excess: 0.5000 gamma0/D = 0.5914 micro-ohm cm
total in other unit: 23.658 nano-ohm m
sum in other unit: 17.743 nano-ohm m
total / Matthiessen sum: 1.333333
excess / Matthiessen sum: 0.333333
phonon part at common share: 1.0000 gamma0/D
defect part at common share: 1.0000 gamma0/D
ratio, defect rates 2, 6 (proportional): 1.000000
ratio, randomising transfer 0.5 gamma0 per mechanism: 1.333333
ratio, velocity-preserving transfer 0 gamma0: 1.333333
ratio, velocity-preserving transfer 1 gamma0: 1.142857
ratio, velocity-preserving transfer 10 gamma0: 1.023256
ratio, velocity-preserving transfer 100 gamma0: 1.002481
```
